# Does a barrier that falls linearly on heating bend an Arrhenius plot?: a numerical check

```python
# Result under test: if a jump rate is w = nu*exp(-G/kT) with constant nu and
# a free-energy barrier G(T) = H - s*T, the Arrhenius plot is straight, its
# slope gives H (not G), and its prefactor is nu*exp(s/k).
# Symbols: H barrier extrapolated linearly to T=0 (eV), s fall of the barrier
# per kelvin (eV/K), nu attempt frequency (Hz), k Boltzmann constant (eV/K),
# beta = 1/kT (1/eV), a lattice parameter (m), D diffusivity.
# Example: nitrogen in bcc iron, with round and only roughly typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

k = const.k / const.e
h = const.h / const.e
H, s, nu, a = 0.80, 1.0e-4, 1.0e13, 2.87e-10
T_cold, T_mid, T_hot = 650.0, 750.0, 850.0


def barrier(T):
    return H - s * T


def ln_rate(T):
    return np.log(nu) - barrier(T) / (k * T)


def apparent_energy(ln_f, T):
    """Minus the slope of ln_f against beta, by central difference."""
    b = 1 / (k * T)
    d = 1e-4 * b
    return -(ln_f(1 / (k * (b + d))) - ln_f(1 / (k * (b - d)))) / (2 * d)


def energy_change(ln_f):
    return apparent_energy(ln_f, T_hot) - apparent_energy(ln_f, T_cold)


def bend(ln_f):
    """Departure of ln_f from its chord, halfway along the 1/T axis."""
    T_half = 2 / (1 / T_cold + 1 / T_hot)
    return ln_f(T_half) - 0.5 * (ln_f(T_cold) + ln_f(T_hot))


# --- Straight line fitted to rates taken from the definition
temps = np.linspace(T_cold, T_hot, 21)
betas = 1 / (k * temps)
slope, intercept = np.polyfit(betas, ln_rate(temps), 1)
residual = np.max(np.abs(ln_rate(temps) - slope * betas - intercept))
factor = np.exp(intercept) / nu
assert residual < 1e-10
assert abs(-slope - H) < 1e-9
assert abs(factor / np.exp(s / k) - 1) < 1e-8
assert abs(factor - 3.2) < 0.05

# --- A barrier that is not linear in T must bend the plot
q2 = 1e-7


def ln_curved(T):
    return np.log(nu) - (H - s * T - q2 * T**2) / (k * T)


G_curved = H - s * T_mid - q2 * T_mid**2
dG_curved = -s - 2 * q2 * T_mid
assert abs(apparent_energy(ln_curved, T_mid)
           - (G_curved - T_mid * dG_curved)) < 1e-7
b0, db = 1 / (k * T_mid), 0.1
second = (ln_curved(1 / (k * (b0 + db))) - 2 * ln_curved(T_mid)
          + ln_curved(1 / (k * (b0 - db)))) / db**2
assert abs(second / (-k * T_mid**3 * (-2 * q2)) - 1) < 1e-3


# --- The plot imagined by someone who takes the local slope to be G(T)
def ln_imagined(T):
    b = 1 / (k * T)
    return -H * b + (s / k) * np.log(b)


for T in (T_cold, T_hot):
    assert abs(apparent_energy(ln_imagined, T) - barrier(T)) < 1e-7

# --- Microscopic origin: classical flux over a saddle with a soft transverse
# mode. Length unit: distance from well to saddle; stiffness in eV.
K_well = 40.0
K_saddle = K_well * np.exp(-2 * s / k)
x = np.linspace(0, 2, 401)
y = np.linspace(-1.2, 1.2, 801)
stiff = K_saddle + (K_well - K_saddle) * np.sin(np.pi * x / 2)**2
potential = H * (1 - x[:, None]**2)**2 + 0.5 * stiff[:, None] * y**2


def ln_flux(T):
    """ln(rate/nu) from phase-space integrals; nu is the well frequency."""
    weight = np.exp(-potential / (k * T))
    saddle = trapezoid(weight[0], y)
    well = trapezoid(trapezoid(weight, y, axis=1), x)
    return np.log(np.sqrt(2 * np.pi * k * T / (8 * H)) * saddle / well)


def ln_anharmonic(T):
    return ln_flux(T) - (s / k - H / (k * T))


E_flux = apparent_energy(ln_flux, T_mid)
s_flux = (k * T_hot * ln_flux(T_hot)
          - k * T_cold * ln_flux(T_cold)) / (T_hot - T_cold)
# Tolerances allow for anharmonic terms of relative order kT/H, about 0.08.
assert abs(ln_anharmonic(T_mid)) < 0.05
assert abs(E_flux - H) < 0.005
assert abs(s_flux / s - 1) < 0.08
# The remaining error must shrink in proportion to temperature.
assert 3 < ln_anharmonic(T_mid) / ln_anharmonic(T_mid / 4) < 5

# --- Quantum vibration: entropy difference of the transverse mode
nu_saddle = nu * np.sqrt(K_saddle / K_well)
nu_barrier = nu / np.sqrt(2)   # magnitude, from curvatures 8H and 4H


def mode_entropy(freq, T):
    z = h * freq / (k * T)
    return k * (z / np.expm1(z) - np.log(-np.expm1(-z)))


def level_sum(freq, T):
    n = np.arange(4000)
    return np.sum(np.exp(-h * freq * (n + 0.5) / (k * T)))


def entropy_gap(T):
    return mode_entropy(nu_saddle, T) - mode_entropy(nu, T)


def free_energy(freq, T):
    return -k * T * np.log(level_sum(freq, T))


for T in (100.0, 750.0):
    numeric = -(free_energy(nu_saddle, T + 0.01)
                - free_energy(nu_saddle, T - 0.01)) / 0.02
    assert abs(numeric / mode_entropy(nu_saddle, T) - 1) < 1e-5
assert abs(entropy_gap(T_mid) / s - 1) < 0.03
assert entropy_gap(20.0) < 0.02 * s


def quantum_ratio(freq, T):
    z = h * freq / (2 * k * T)
    return z / np.sinh(z)


def tunnel_factor(T):
    z = h * nu_barrier / (2 * k * T)
    return z / np.sin(z)


u = h * nu_barrier / (k * T_cold)
thermal_transmission = sum(
    quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / u), lo, hi,
         epsabs=1e-11, limit=200)[0]
    for lo, hi in ((-10, 0), (0, 5), (5, 50)))
assert abs(thermal_transmission / tunnel_factor(T_cold) - 1) < 1e-6
assert abs(level_sum(nu, T_cold) * h * nu / (k * T_cold)
           / quantum_ratio(nu, T_cold) - 1) < 1e-9


def ln_quantum(T):
    return np.log(quantum_ratio(nu_saddle, T) * tunnel_factor(T)
                  / quantum_ratio(nu, T)**2)


# --- Diffusion geometry: exact walk on octahedral sites of bcc iron.
# Coordinates in a/2; iron atoms sit where all three parities are equal.
steps = [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)]
start, n_jumps = (1, 1, 0), 6
walk = {start: 1.0}
for _ in range(n_jumps):
    spread = {}
    for site, p in walk.items():
        near = [tuple(c + d for c, d in zip(site, st)) for st in steps]
        near = [t for t in near if len({c % 2 for c in t}) == 2]
        assert len(near) == 4
        for t in near:
            spread[t] = spread.get(t, 0.0) + p / 4
    walk = spread
msd = sum(p * sum((c - c0)**2 for c, c0 in zip(t, start))
          for t, p in walk.items())
geometry = msd * 0.25 / (6 * n_jumps / 4)     # D / (a^2 w)
assert abs(geometry - 1 / 6) < 1e-12


def diffusivity(T):
    return geometry * a**2 * np.exp(ln_rate(T)) * 1e4     # cm2/s


# --- Trapping slows diffusion by the mean occupation weight: first-passage
# time along a chain with one deep site in every twenty
n_sites, depth_weight = 400, 50.0
dwell = np.where(np.arange(n_sites) % 20 == 10, depth_weight, 1.0)


def passage_time(dwell_weights):
    m = np.zeros((n_sites, n_sites))
    for i, d in enumerate(dwell_weights):
        m[i, i] = (2 if i else 1) / d
        if i:
            m[i, i - 1] = -1 / d
        if i + 1 < n_sites:
            m[i, i + 1] = -1 / d
    return np.linalg.solve(m, np.ones(n_sites))[0]


slowing = passage_time(dwell) / passage_time(np.ones(n_sites))
# Finite chain length leaves an error below one percent.
assert abs(slowing / (1 + (depth_weight - 1) / 20) - 1) < 0.01

# --- Neglected effects, each as a factor on D (trial sizes)
expansion, T_curie, J_mag, E_trap = 1.4e-5, 1043.0, 0.05, 0.70
rho_annealed, rho_worked = 1e13, 1e15         # dislocation density, 1/m2


def ln_heat_capacity(T):
    extra = k * ((T - T_mid) - T * np.log(T / T_mid))
    return -extra / (k * T)


def ln_expansion(T):
    return 2 * np.log(1 + expansion * (T - T_mid))


def magnetization(T):
    return brentq(lambda m: m - np.tanh(m * T_curie / T), 0.05, 1.0,
                  xtol=1e-14)


def ln_magnetic(T):
    return -J_mag * magnetization(T)**2 / (k * T)


def ln_trapping(rho):
    fraction = rho * a**2 / 6     # one trap per length a; 6 sites per cell
    return lambda T: -np.log(1 + fraction * np.expm1(E_trap / (k * T)))


assert abs(energy_change(ln_heat_capacity) - k * (T_hot - T_cold)) < 1e-7
assert abs(bend(ln_heat_capacity) - bend(np.log)) < 1e-10
assert abs(bend(ln_rate)) < 1e-10 and abs(energy_change(ln_rate)) < 1e-8
effects = [("heat capacity k", ln_heat_capacity),
           ("quantum+tunnelling", ln_quantum),
           ("anharmonicity", ln_anharmonic),
           ("thermal expansion", ln_expansion),
           ("magnetic disorder", ln_magnetic),
           ("traps, annealed", ln_trapping(rho_annealed)),
           ("traps, cold-worked", ln_trapping(rho_worked))]
for name, f in effects[:-1]:
    assert abs(bend(f)) < 0.03, name
assert abs(bend(effects[-1][1])) > 5 * abs(bend(ln_imagined))

# --- Comparison with a barrier frozen at its mid-window value
G_frozen = barrier(T_mid)


def true_over_frozen(T):
    return np.exp(ln_rate(T) - np.log(nu) + G_frozen / (k * T))


assert abs(true_over_frozen(T_mid) - 1) < 1e-12
assert true_over_frozen(T_cold) < 1 < true_over_frozen(T_hot)

# --- Numbers for the text
print(f"H = {H:.2f} eV, s = {s*1e3:.2f} meV/K, nu = {nu/1e12:.0f} THz")
print(f"a = {a*1e9:.3f} nm, k = {k*1e3:.5f} meV/K")
print(f"s/k = {s/k:.4f}")
print(f"prefactor factor from fit = {factor:.3f}")
print(f"factor for s = 0.2 meV/K: {np.exp(2e-4/k):.2f}")
print(f"fitted slope energy = {-slope:.4f} eV")
print(f"largest fit residual in ln w = {residual:.0e}")
for T in (T_cold, T_mid, T_hot):
    print(f"T={T:.0f} K: G={barrier(T):.3f} eV, G/kT={barrier(T)/(k*T):.2f}, "
          f"E={apparent_energy(ln_rate, T):.4f} eV")
    print(f"  w={np.exp(ln_rate(T)):.3e} 1/s, D={diffusivity(T):.3e} cm2/s")
D0 = geometry * a**2 * nu * 1e4
print(f"D/(a^2 w) from walk = {geometry:.4f}")
print(f"D0 bare = {D0:.3e}, with factor = {D0*factor:.3e} cm2/s")
length = np.sqrt(diffusivity(T_mid) * 3600) * 1e4
print(f"sqrt(D t), 1 h, 750 K = {length:.1f} um")
print(f"  same without the factor = {length/np.sqrt(factor):.1f} um")
print(f"frozen barrier G(750 K) = {G_frozen:.3f} eV")
print(f"slope excess s*T0 = {s*T_mid*1e3:.1f} meV")
print(f"true/frozen rate: 650 K {true_over_frozen(T_cold):.3f}, "
      f"850 K {true_over_frozen(T_hot):.3f}")
print(f"curved test barrier: q = {q2:.1e} eV/K2")
print(f"  E(650), E(850) = {apparent_energy(ln_curved, T_cold):.4f}, "
      f"{apparent_energy(ln_curved, T_hot):.4f} eV")
print(f"K_well/K_saddle = {K_well/K_saddle:.2f}")
print(f"saddle transverse frequency = {nu_saddle/1e12:.2f} THz")
print(f"flux integral, 750 K: E = {E_flux:.4f} eV")
print(f"  fall of barrier = {s_flux*1e3:.4f} meV/K")
print(f"  rate/harmonic rate = {np.exp(ln_anharmonic(T_mid)):.4f}")
for T in (750.0, 300.0, 100.0, 20.0):
    print(f"mode entropy gap at {T:.0f} K = {entropy_gap(T)*1e3:.4f} meV/K")
print(f"quantum factor on rate: 650 K {np.exp(ln_quantum(T_cold)):.4f}, "
      f"850 K {np.exp(ln_quantum(T_hot)):.4f}")
print(f"trial: expansion {expansion:.1e} 1/K, Curie {T_curie:.0f} K")
print(f"trial: magnetic {J_mag*1e3:.0f} meV, trap {E_trap:.2f} eV")
print(f"trial: dislocations {rho_annealed:.0e}, {rho_worked:.0e} 1/m2")
print("E(850 K)-E(650 K) in meV; mid-window bend of ln D in 0.01:")
print(f"  imagined (slope = G): {energy_change(ln_imagined)*1e3:.1f}; "
      f"{bend(ln_imagined)*100:.2f}")
for name, f in effects:
    print(f"  {name}: {energy_change(f)*1e3:.1f}; {bend(f)*100:.2f}")
print("tests ok")
```

Printed output:

```
H = 0.80 eV, s = 0.10 meV/K, nu = 10 THz
a = 0.287 nm, k = 0.08617 meV/K
s/k = 1.1605
prefactor factor from fit = 3.191
factor for s = 0.2 meV/K: 10.18
fitted slope energy = 0.8000 eV
largest fit residual in ln w = 4e-15
T=650 K: G=0.735 eV, G/kT=13.12, E=0.8000 eV
  w=2.001e+07 1/s, D=2.747e-09 cm2/s
T=750 K: G=0.725 eV, G/kT=11.22, E=0.8000 eV
  w=1.343e+08 1/s, D=1.844e-08 cm2/s
T=850 K: G=0.715 eV, G/kT=9.76, E=0.8000 eV
  w=5.763e+08 1/s, D=7.912e-08 cm2/s
D/(a^2 w) from walk = 0.1667
D0 bare = 1.373e-03, with factor = 4.381e-03 cm2/s
sqrt(D t), 1 h, 750 K = 81.5 um
  same without the factor = 45.6 um
frozen barrier G(750 K) = 0.725 eV
slope excess s*T0 = 75.0 meV
true/frozen rate: 650 K 0.836, 850 K 1.146
curved test barrier: q = 1.0e-07 eV/K2
  E(650), E(850) = 0.8423, 0.8723 eV
K_well/K_saddle = 10.18
saddle transverse frequency = 3.13 THz
flux integral, 750 K: E = 0.7978 eV
  fall of barrier = 0.0945 meV/K
  rate/harmonic rate = 0.9708
mode entropy gap at 750 K = 0.0987 meV/K
mode entropy gap at 300 K = 0.0923 meV/K
mode entropy gap at 100 K = 0.0546 meV/K
mode entropy gap at 20 K = 0.0004 meV/K
quantum factor on rate: 650 K 1.0559, 850 K 1.0324
trial: expansion 1.4e-05 1/K, Curie 1043 K
trial: magnetic 50 meV, trap 0.70 eV
trial: dislocations 1e+13, 1e+15 1/m2
E(850 K)-E(650 K) in meV; mid-window bend of ln D in 0.01:
  imagined (slope = G): -20.0; 1.04
  heat capacity k: 17.2; -0.90
  quantum+tunnelling: 1.4; -0.07
  anharmonicity: -1.4; 0.07
  thermal expansion: 0.7; -0.04
  magnetic disorder: 31.5; -1.62
  traps, annealed: -23.4; 1.06
  traps, cold-worked: -436.4; 24.75
tests ok
```
